\section*{Second-order free energy and density response of electrons at finite temperature, part 2}

We seek the second-order response of electrons at temperature $T>0$ to a static, real, spin-independent local potential $\lambda v(r)$ in a finite orthonormal basis of sites $r$. Here $h_0|n\rangle=\epsilon_n|n\rangle$, $\psi_n(r)=\langle r|n\rangle$, $v_{nm}=\sum_r\psi_n^*(r)v(r)\psi_m(r)$, the spin degeneracy is $g=2$, $f_n=f(\epsilon_n)$ with $f(\epsilon)=1/(1+e^{x})$ and $x=(\epsilon-\mu)/k_BT$, and $f'_n=f'(\epsilon_n)$. Quantities expand as $X=X_0+\lambda X_1+\lambda^2X_2+\dots$; dots between site functions denote sums over sites. Numerical energies are in eV.

At fixed $\mu$, with sums over all ordered pairs,
\begin{align}
\Omega_2&=\frac g2\sum_{nm}w_{nm}|v_{nm}|^2,\qquad n_1(r)=\sum_{r'}\chi_0(r,r')v(r'),\label{eq:om2}\\
\chi_0(r,r')&=g\sum_{nm}w_{nm}\,\psi_n(r)\psi_m^*(r)\psi_n^*(r')\psi_m(r'),\label{eq:chi0}\\
w_{nm}&=\frac{f_n-f_m}{\epsilon_n-\epsilon_m}\ \ (\epsilon_n\ne\epsilon_m),\qquad
w_{nm}=f'(\epsilon_n)=-\frac{f_n(1-f_n)}{k_BT}\ \ (\epsilon_n=\epsilon_m).\label{eq:w}
\end{align}
The fixed-number result, stated earlier and derived below, is
\begin{equation}
F_2=\Omega_2-\frac g2\,\frac{\left(\sum_nf'_nv_{nn}\right)^2}{\sum_nf'_n},\label{eq:F2}
\end{equation}

The first derivation (first road) minimises a functional of the density matrix per spin $\gamma$, with density $n(r)=g\langle r|\gamma|r\rangle$ and $s(p)=p\ln p+(1-p)\ln(1-p)$:
\begin{equation}
\Omega[\gamma]=g\,\mathrm{Tr}\,\gamma(h_0+\lambda v-\mu)+g\,k_BT\,\mathrm{Tr}\,s(\gamma),\label{eq:mermin}
\end{equation}
Stationarity at $\lambda=0$ fixes the eigenvalues $p_n$ of $\gamma_0$:
\begin{equation}
k_BT\,s'(p_n)=\mu-\epsilon_n,\qquad \frac{p_n}{1-p_n}=e^{-x_n},\qquad p_n=f_n.\label{eq:stat}
\end{equation}
At first order $\Omega_1=g\sum_nf_nv_{nn}$. At second order
\begin{align}
\Omega_2[\gamma_1]&=g\sum_{nm}\left[\mathrm{Re}(v_{nm}^*\gamma_{1,nm})-\frac{|\gamma_{1,nm}|^2}{2w_{nm}}\right]\label{eq:quad}\\
&=g\sum_{nm}\left[-\frac{|\gamma_{1,nm}-w_{nm}v_{nm}|^2}{2w_{nm}}+\frac{w_{nm}}2|v_{nm}|^2\right].\nonumber
\end{align}
Since $w_{nm}<0$, the minimum is at $\gamma_{1,nm}=w_{nm}v_{nm}$; $-1/w_{nm}$ is the stiffness.

The second derivation (second road) follows the perturbed levels:
\begin{equation}
\Omega(\lambda)=g\sum_n\phi(\epsilon_n(\lambda)),\qquad \phi(\epsilon)=-k_BT\ln(1+e^{-x}),\qquad \phi'=\frac{e^{-x}}{1+e^{-x}}=f.\label{eq:phi}
\end{equation}
For distinct levels,
\begin{equation}
\Omega_2=g\sum_n\left[f_n\sum_{m\ne n}\frac{|v_{nm}|^2}{\epsilon_n-\epsilon_m}+\frac12f'_nv_{nn}^2\right].\label{eq:pt}
\end{equation}
Degenerate levels follow by continuity. $P$ denotes the projector on a degenerate shell.

\subsection{Fixed electron number}

At fixed $N=g\,\mathrm{Tr}\,\gamma$ the free energy is $F=\Omega[\gamma]+\mu N$, with $\mu$ the unperturbed value, and (\ref{eq:quad}) is minimised under $\mathrm{Tr}\,\gamma_1=0$. On that set $\mathrm{Tr}\,\gamma_1v=\mathrm{Tr}\,\gamma_1(v-\mu_1)$ for any constant $\mu_1$. The unconstrained minimum for the potential $v-\mu_1$ is $\gamma_{1,nm}=w_{nm}(v_{nm}-\mu_1\delta_{nm})$, and it is traceless when
\begin{equation}
\mu_1=\frac{\sum_nf'_nv_{nn}}{\sum_nf'_n}.
\end{equation}
It is then also the constrained minimum. Only $h-\mu$ enters $f$, so $\lambda\mu_1$ is the shift of the Fermi level. The value is
\begin{equation}
F_2=\frac g2\sum_{nm}w_{nm}|v_{nm}-\mu_1\delta_{nm}|^2=\Omega_2-g\mu_1\sum_nf'_nv_{nn}+\frac g2\mu_1^2\sum_nf'_n,
\end{equation}
and inserting $\mu_1$ gives (\ref{eq:F2}). The added term is non-negative because $\sum f'_n<0$. The second road reaches the same place by a Legendre transform: $\partial_\mu\Omega=-N$ gives $dF/d\lambda=\partial_\lambda\Omega$ and $d\mu/d\lambda=-\partial_\lambda\partial_\mu\Omega/\partial^2_\mu\Omega$, with $\partial_\lambda\partial_\mu\Omega=-g\sum f'_nv_{nn}$ and $\partial_\mu^2\Omega=g\sum f'_n$; then $2F_2=2\Omega_2+\mu_1\,\partial_\lambda\partial_\mu\Omega$.

Define the thermal local density of states $D(r)=-g\sum_nf'_n|\psi_n(r)|^2$ and $D=\sum_rD(r)$. Then $\mu_1=\sum_{r'}D(r')v(r')/D$, the term $-\mu_1\delta_{nm}$ adds $+\mu_1D(r)$ to $n_1(r)$, and
\begin{equation}
\chi_0^N(r,r')=\chi_0(r,r')+\frac{D(r)D(r')}{D}.
\end{equation}
Orthonormality, $\sum_{r'}\psi_n^*(r')\psi_m(r')=\delta_{nm}$, gives $\sum_{r'}\chi_0(r,r')=-D(r)$ and hence $\sum_{r'}\chi_0^N(r,r')=0$: a constant potential exchanges charge with the reservoir at fixed $\mu$, while at fixed $N$ it leaves the density unchanged and only shifts $\mu$ and $F$.

\subsection{Hartree and exchange--correlation terms}

Add $E_{Hxc}[n]$ to (\ref{eq:mermin}). Its first derivative $v_{Hxc}[n_0]$ joins the kinetic and external terms, so $h_0$ is the self-consistent Kohn--Sham Hamiltonian. Its second derivative $K(r,r')$ adds $\frac12n_1\cdot K\cdot n_1$ to (\ref{eq:quad}). The variation of this term is $\delta n_1\cdot Kn_1$, which has the form of a potential $Kn_1$ acting on $\delta\gamma_1$. Stationarity at fixed $N$ therefore gives $\gamma_{1,nm}=w_{nm}u_{nm}$ with $u=v+Kn_1-\mu_1$, and
\begin{equation}
n_1=\chi_0^N(v+Kn_1),\qquad n_1=\chi v,\qquad\chi=(1-\chi_0^NK)^{-1}\chi_0^N.
\end{equation}
The stiffness term becomes $-\frac g2\sum w|u|^2=-\frac12n_1\cdot u=-\frac12n_1\cdot(v+Kn_1)$, using $\sum_rn_1=0$. The $K$ terms cancel and $F_2=v\cdot n_1-\frac12v\cdot n_1=\frac12v\cdot\chi\cdot v$. The stationary point is a minimum if $K$ is positive semi-definite; an attractive kernel strong enough to make $1-\chi_0^NK$ singular marks an instability of the reference state, and the expansion fails there. Only the spin-symmetric response is treated.

\subsection{A one-band chain}

For a ring of $L$ sites with hopping $t$, $\psi_k(j)=e^{ikj}/\sqrt L$ and $\epsilon_k=-2t\cos k$. Take $v(j)=\cos qj$ with $q$ an allowed wavevector and $2q$ not a multiple of $2\pi$. Then $v_{k\pm q,k}=\frac12$ and all other elements vanish, so $v_{kk}=0$, $\mu_1=0$, and
\begin{equation}
F_2=\Omega_2=\frac g2\cdot\frac14\cdot2\sum_kw_{k,k+q}=\frac L4\chi_0(q),\qquad\chi_0(q)=\frac gL\sum_kw_{k,k+q}.
\end{equation}
For a long ring and $q\to0$, $w_{k,k+q}\to f'(\epsilon_k)$, and the change of variable from $k$ to $\epsilon$ gives
\begin{equation}
\chi_0(q\to0)=-\int_{-2t}^{2t}d\epsilon\,\frac{g}{\pi\sqrt{4t^2-\epsilon^2}}\,[-f'(\epsilon)].\label{eq:q0}
\end{equation}
The function $\chi_0(q)$ is smooth at $T>0$ and even in $q$ (replace $k$ by $-k$), so the approach is $O(q^2)$. The limit $q\to0$ at fixed $N$ thus equals the fixed-$\mu$ response to a constant potential, because distant parts of the crystal act as the reservoir, while exactly at $q=0$ the fixed-$N$ response is zero.

\section{Worked example: an eight-site ring}

Take $L=8$, $t=1$ eV, $N=7$, $k_BT=0.2$ eV ($T=2321$ K) and a potential on site 0, so that $v_{nm}=1/8$ for all plane waves. The levels $a=0,\dots,4$ lie at $-2,-\sqrt2,0,\sqrt2,2$ eV with degeneracies $d_a=1,2,2,2,1$. Root finding on $g\sum f_n=7$ gives $\mu=-0.217294$ eV and
\begin{align*}
f_a&=0.999865,\ 0.997489,\ 0.252284,\ 0.000286,\ 0.000015,\\
-f'_a&=0.000673,\ 0.012523,\ 0.943184,\ 0.001432,\ 0.000077\ \ \mathrm{eV}^{-1}.
\end{align*}
For instance $f'_2=-0.252284\times0.747716/0.2=-0.943184$ eV$^{-1}$ and $w_{12}=(0.997489-0.252284)/(-1.41421)=-0.52694$ eV$^{-1}$. The interlevel weights, in eV$^{-1}$, are
\begin{align*}
-w_{01},\dots,-w_{04}&=0.00406,\ 0.37379,\ 0.29277,\ 0.24996,\\
-w_{12},-w_{13},-w_{14}&=0.52694,\ 0.35256,\ 0.29215,\\
-w_{23},-w_{24},-w_{34}&=0.17819,\ 0.12613,\ 0.00046.
\end{align*}
With $g/2=1$ and $|v_{nm}|^2=1/64$, the three parts of $\Omega_2$ are, in eV$^{-1}$,
\begin{align*}
\text{diagonal: }&\textstyle\sum_ad_af'_a/64=-1.915027/64=-0.029922,\\
\text{degenerate pairs: }&2(f'_1+f'_2+f'_3)/64=-1.914278/64=-0.029911,\\
\text{interlevel: }&\textstyle2\sum_{a<b}d_ad_bw_{ab}/64=-6.65944/32=-0.208108.
\end{align*}
The sum is $\Omega_2=-0.267941$ eV$^{-1}$. Half the second derivative of $E-TS-\mu N$, from exact diagonalisation and a five-point difference with step $0.01$ eV, is $-0.2679414$ eV$^{-1}$. The two $f'$ parts make up 22\% of $\Omega_2$. In the real basis of each pair the cosine state has $v=1/4$ and the sine state $v=0$, so the block $4/64$ becomes purely diagonal, $1/16$, with the same total.

All $v_{nn}$ equal $1/8$, so $\mu_1=0.125$ and the Fermi-level term is $+1.915027/64=+0.029922$ eV$^{-1}$, cancelling the plane-wave diagonal part. This leaves $F_2=-0.029911-0.208108=-0.238019$ eV$^{-1}$; the same difference scheme applied to $E-TS$ at $N=7$ gives $-0.2380191$ eV$^{-1}$. For $\lambda=0.2$ eV, $\lambda F_1=0.2\times0.875=0.175000$ eV and $\lambda^2F_2=-0.009521$ eV, together $0.165479$ eV, against $0.165580$ eV from diagonalisation. The remainder, $0.000101$ eV, is about 1\% of the second-order term.

Here $D=3.830054$ eV$^{-1}$ and $D(j)=D/8=0.478757$ eV$^{-1}$, so $D(0)D(j)/D=0.05984$ eV$^{-1}$. Summing (\ref{eq:chi0}) for $j=0,\dots,4$ gives, in eV$^{-1}$,
\begin{align*}
\chi_0(0,j)&=-0.53588,\ 0.11010,\ -0.07105,\ 0.00750,\ -0.03596,\\
\chi_0^N(0,j)&=-0.47604,\ 0.16994,\ -0.01121,\ 0.06734,\ 0.02389.
\end{align*}
Counting $j=1,2,3$ twice, the second row sums to zero within rounding.

\paragraph{Split levels.} A phase $\varphi=0.001$ rad on each bond gives $\epsilon_k=-2t\cos(k+\varphi)$ and splits $k=\pm\pi/4$ by $4t\sin(\pi/4)\sin\varphi=0.002828$ eV. At the same $\mu$ the single term $gf_1/(64\times0.002828)$ of (\ref{eq:pt}) is $11.02$ eV$^{-1}$, the largest of all, yet the total is $-0.267941$ eV$^{-1}$. This term belongs to an almost full shell and is almost wholly cancelled by its partner.

\paragraph{Screening.} For $E_{Hxc}=\sum_j(\frac U2n_j^2-\frac34c\,n_j^{4/3})$ with $U=2$ eV and $c=1$ eV, the uniform reference state shifts all levels equally and leaves the weights unchanged. The kernel is local, $K=U-\frac c3(7/8)^{-2/3}=1.635632$ eV. Inverting the $8\times8$ matrix gives $\chi(0,0)=-0.244170$ eV$^{-1}$ and $F_2=-0.122085$ eV$^{-1}$; differences of self-consistent free energies, converged by linear mixing, give $-0.1220852$ eV$^{-1}$.

\paragraph{Low temperature.} With $\mu$ in a gap, $f'$ vanishes exponentially as $T\to0$, only occupied--empty pairs survive, each appears twice, and $\Omega_2\to g\sum_{vc}|v_{vc}|^2/(\epsilon_v-\epsilon_c)$. For $\mu=-0.7$ eV the level at $-2$ eV contributes $-(1+0.585786+0.25)$ and each level at $-\sqrt2$ eV contributes $-(1.414214+0.707107+0.292893)$, so $\Omega_2=-6.664214/32=-0.208257$ eV$^{-1}$, the value finite differences give at $k_BT=0.02$ eV. For $N=7$ at that temperature the shell at zero holds one electron in four spin-orbitals, $f_2=\frac14$, and the pair term is $-2\times\frac{3}{16}/(0.02\times64)=-0.292969$ eV$^{-1}$. The interlevel part equals the gapped sum, because pairs below the shell carry $1-f_2$, pairs above carry $f_2$, and the spectrum is symmetric. The total is $F_2=-0.50123$ eV$^{-1}$. The pair term grows as $1/k_BT$. The shell contributes $g\sum\phi(\epsilon+\lambda u)$, with $u$ the eigenvalues of $PvP$, which is a series in $\lambda u/k_BT$; at fixed $\mu$ second order is adequate only for $|\lambda u|\ll k_BT$. At fixed $N$, when this shell dominates $\sum_nf'_n$, the shift $\mu_1$ absorbs the mean of the $u$, and the condition applies to their deviations from that mean. For a partly filled shell that the potential splits $F_2$ has no finite limit at $T=0$.

\paragraph{Long ring.} For $L=200$, $N=175$, $k_BT=0.2$ eV, $\mu=-0.382569$ eV, and quadrature of (\ref{eq:q0}) gives $-0.331694$ eV$^{-1}$. The sum at $q=2\pi/200$ is $-0.331724$ eV$^{-1}$, differing by about $10^{-4}$ of the limit, and doubling $q$ multiplies the difference by $4.001$. At $q=2\pi\cdot88/200$, next to $2k_F=0.875\pi$, $\chi_0=-0.788699$ eV$^{-1}$. For a linearised band this $q$ pairs energies $\mu\pm\xi$, with $w=-\tanh(\xi/2k_BT)/2\xi$, whose $1/|\xi|$ tail integrates to a logarithm of the bandwidth over $k_BT$, while $f'$ decays exponentially. The logarithm describes the growth at $2k_F$ on cooling in the infinite chain, with slope $g/(2\pi v_F)=0.162$ eV$^{-1}$ per unit of $\ln(1/T)$, where $v_F=2t\sin k_F$. On the 200-site ring this $q$ joins the quarter-filled degenerate pair $k=\pm2\pi\cdot44/200$, and below about $k_BT=0.01$ eV its $1/k_BT$ pair term takes over. At $k_BT=0.2$ eV the peak is still thermally smeared and the largest $|\chi_0|$ among the wavevectors allowed on this 200-site ring lies at $q=0.95\pi$, where $\chi_0=-0.8045$ eV$^{-1}$; at $k_BT=0.02$ eV it lies at $q=0.88\pi$, next to $2k_F$, with $\chi_0=-1.1225$ eV$^{-1}$. The first value is unchanged on longer rings. The second is not converged in size: for $L=400$ and $L=3200$ at the same filling the peak lies at $q=2k_F=0.875\pi$ with $\chi_0=-1.1392$ eV$^{-1}$, a shift of $0.017$ eV$^{-1}$.

\section{What each derivation assumes}

The first derivation needs an entropy that is a function of $\gamma$, analytic near its spectrum. This requires $0<f_n<1$ and an invertible occupation function. It never follows an eigenvalue, so degeneracy plays no part, and $f'$ appears as the inverse curvature of the entropy. It delivers more than $\Omega_2$: the functional (\ref{eq:quad}) is an upper bound for any trial $\gamma_1$, with an error quadratic in the error of $\gamma_1$, and the constraint on $N$ and the kernel $K$ enter as additions to the same quadratic form.

The second derivation needs the equilibrium form (\ref{eq:phi}) from the start, which holds for independent particles in a given potential; self-consistency must be supplied separately. It needs distinct levels and reaches degenerate ones by continuity. It gives no variational bound. Of the statistics, however, it uses only $\phi'=f$ and the smoothness of $\mathrm{Tr}\,\phi(h)$.

The difference matters for other smearings. Let $f=f(x)$ with $x=(\epsilon-\mu)/\sigma$ and $\phi=(\epsilon-\mu)f-\sigma S(x)$. Then $\phi'=f+x\,df/dx-dS/dx$, so $\phi'=f$ exactly when $dS/dx=x\,df/dx$. With $G=e^{-x^2}/\sqrt\pi$ and $dG/dx=-2xG$, Gaussian smearing has $f=\frac12\mathrm{erfc}\,x$, $df/dx=-G$, $S=G/2$, $dS/dx=-xG$. First-order Methfessel--Paxton smearing has $f=\frac12\mathrm{erfc}\,x-\frac12xG$, $df/dx=-G-\frac12(1-2x^2)G=-(\frac32-x^2)G$, and $S=\frac14(1-2x^2)G$ with $dS/dx=\frac14(-6x+4x^3)G$. Both satisfy the condition, and both $\phi$ are entire, so $\mathrm{Tr}\,\phi(h)$ is smooth and (\ref{eq:om2}) holds by the second road. The Gaussian $f$ is strictly decreasing, so $S$ is a function of $f$ with $-\sigma\,dS/df=-\sigma x=\mu-\epsilon$, which is (\ref{eq:stat}), and the first road applies as well. The Methfessel--Paxton $f$ rises for $x^2>\frac32$; it cannot be inverted, weights can be positive, and (\ref{eq:quad}) is then a saddle with no minimum. On the eight-site ring with $\sigma=0.8$ eV and $\mu=-0.2$ eV, (\ref{eq:om2}) gives $\Omega_2=-0.253967$ eV$^{-1}$ (Gaussian, largest weight $-0.00037$ eV$^{-1}$) and $-0.264142$ eV$^{-1}$ (Methfessel--Paxton), the same digits as finite differences of $g\sum\phi$. In the latter case the level at $-\sqrt2$ eV has $x^2=2.30$ and weight $+0.0566$ eV$^{-1}$.

Both derivations take a finite basis that does not change with $\lambda$, a static perturbation, and occupations that relax to equilibrium. If the occupations of the perturbed levels are held fixed, the last term of (\ref{eq:pt}) is absent from the energy and the weights $f'$ do not describe that response.

Numerical values quoted here were computed with a short program.
